# Electromigration Stress at a Blocked End under Alternating Current: test program

```python
"""
Result under test: at a blocked end of a metal line under alternating current,
Korhonen's equation  d(sigma)/dt = d/dx [ kappa (d(sigma)/dx + G(t)) ]
with zero flux at the end and G = G0 cos(omega t) has the periodic end stress
    G0 sqrt(kappa/omega) cos(omega t - pi/4),
provided the depth delta = sqrt(2 kappa/omega) is much less than the length L.
sigma: tensile stress; kappa: stress diffusivity; G: wind force / atomic volume.
The numerical tests use units with kappa = L = G0 = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import zeta

STEPS = 400          # time steps per period in the linear solver
NODES = 301          # grid nodes in the linear solver
DEPTH_NODE = 21      # interior node whose history is also kept


def simulate_line(omega, drive, periods):
    """Closed line from zero stress, finite volumes in x, BDF2 in time.
    drive(phase) is G; returns histories at the end and at DEPTH_NODE."""
    h = 1.0 / (NODES - 1)
    dt = 2 * np.pi / omega / STEPS
    operator = (np.diag(-2.0 * np.ones(NODES)) + np.diag(np.ones(NODES - 1), 1)
                + np.diag(np.ones(NODES - 1), -1)) / h**2
    operator[0, 1] = operator[-1, -2] = 2 / h**2
    source = np.zeros(NODES)
    source[0], source[-1] = 2 / h, -2 / h
    inverse = np.linalg.inv(np.eye(NODES) - 2 * dt / 3 * operator)
    push = inverse @ source * (2 * dt / 3)
    old = np.zeros(NODES)
    now = np.zeros(NODES)
    history = np.empty((periods * STEPS, 2))
    for n in range(periods * STEPS):
        new = inverse @ ((4 * now - old) / 3)
        new += push * drive(2 * np.pi * (n + 1) / STEPS)
        old, now = now, new
        history[n] = now[0], now[DEPTH_NODE]
    return history[:, 0], history[:, 1]


def first_harmonic(samples):
    """Complex amplitude S of Re[S exp(i omega t)] over one full period."""
    count = len(samples)
    phase = 2 * np.pi * np.arange(1, count + 1) / count
    return 2 * np.mean(samples * np.exp(-1j * phase))


def length_factor(y):
    """End amplitude of a closed line over the half-infinite one, y = L/delta."""
    return np.sqrt((np.cosh(y) - np.cos(y)) / (np.cosh(y) + np.cos(y)))


# ---- amplitude, lag and depth profile from time stepping ----
print("Closed line, units kappa = L = G0 = 1 (dimensionless)")
print(" omega   simulated   closed-line formula   omega^-1/2 law")
simulated = {}
for omega in (1.0, 10.0, 100.0, 400.0, 1600.0):
    end, inside = simulate_line(omega, np.cos, 25)
    s_end = first_harmonic(end[-STEPS:])
    s_in = first_harmonic(inside[-STEPS:])
    simulated[omega] = abs(s_end)
    formula = length_factor(np.sqrt(omega / 2)) / np.sqrt(omega)
    assert abs(abs(s_end) / formula - 1) < 3e-3
    print(f"{omega:6.0f}   {abs(s_end):.5f}     {formula:.5f}"
          f"               {omega**-0.5:.5f}")
    if omega == 400.0:
        lag = -np.degrees(np.angle(s_end))
        x_over_delta = DEPTH_NODE / (NODES - 1) * np.sqrt(omega / 2)
        assert abs(lag - 45) < 0.5
        assert abs(s_in / s_end - np.exp(-(1 + 1j) * x_over_delta)) < 5e-3
        print(f"lag of end stress at omega = 400: {lag:.2f} degrees")
slope_high = np.log(simulated[1600.0] / simulated[400.0]) / np.log(4)
slope_low = np.log(simulated[10.0] / simulated[1.0]) / np.log(10)
assert abs(slope_high + 0.5) < 3e-3
assert abs(simulated[1.0] - 0.5) < 0.01      # quasi-static limit G0 L/2
print(f"simulated log-log slope, omega 400 to 1600: {slope_high:.4f}")
print(f"simulated log-log slope, omega 1 to 10: {slope_low:.4f}")

# ---- where the finite length matters by less than one percent ----
y_one_percent = np.log(200.0)
scan = np.linspace(y_one_percent, 30, 3000)
assert np.max(np.abs(length_factor(scan) - 1)) < 0.0101

# ---- transient from a sine start, and growth under direct current ----
omega = 1600.0
end, _ = simulate_line(omega, np.sin, 3)
t_end = 3 * 2 * np.pi / omega
convolution = 2 / np.sqrt(np.pi) * quad(
    lambda u: np.sin(omega * (t_end - u * u)), 0, np.sqrt(t_end), limit=200)[0]
assert abs(end[-1] - convolution) * np.sqrt(omega) < 0.01
remainder = end[-1] * np.sqrt(omega) - np.sin(omega * t_end - np.pi / 4)
remainder_law = 1 / np.sqrt(np.pi * omega * t_end)
assert abs(remainder / remainder_law - 1) < 0.05
print(f"sine start, transient/amplitude after 3 periods: simulated "
      f"{remainder:.4f}, law {remainder_law:.4f}")
for count in (10, 1000):
    print(f"  same law after {count} periods: "
          f"{1 / np.sqrt(2 * np.pi**2 * count):.4f}")
end, _ = simulate_line(omega, lambda phase: 1.0, 3)
dc_law = 2 * np.sqrt(t_end / np.pi)
assert abs(end[-1] / dc_law - 1) < 0.01
print(f"direct current, end stress simulated/law: {end[-1] / dc_law:.4f}")

# ---- square wave ----
omega = 400.0
end, _ = simulate_line(
    omega, lambda phase: 1.0 if np.sin(phase - np.pi / STEPS) > 0 else -1.0, 80)
last = end[-STEPS:]
square_factor = 4 / np.pi / np.sqrt(2) * (1 - 2**-1.5) * zeta(1.5)
square_simulated = last.max() * np.sqrt(omega)
assert abs(square_simulated / square_factor - 1) < 0.01
assert np.all(np.diff(last[2:STEPS // 2]) > 0)   # rises all through the half
print(f"square-wave peak factor: simulated {square_simulated:.4f}, "
      f"series {square_factor:.4f}")


# ---- diffusivity that depends on stress: kappa = exp(a sigma) ----
def simulate_nonlinear(omega, a, built_in, periods=30, steps=800, nodes=101):
    """Heun time stepping; last-period histories at the end and at mid-line."""
    h = 1.0 / (nodes - 1)
    dt = 2 * np.pi / omega / steps

    def rate(s, g):
        flux = np.exp(a * 0.5 * (s[1:] + s[:-1])) * ((s[1:] - s[:-1]) / h + g)
        out = np.empty(nodes)
        out[0], out[-1] = 2 * flux[0] / h, -2 * flux[-1] / h
        out[1:-1] = (flux[1:] - flux[:-1]) / h
        return out

    drive = np.cos(2 * np.pi * np.arange(steps + 1) / steps)
    s = np.full(nodes, float(built_in))
    record = np.empty((steps, 2))
    for _ in range(periods):
        for n in range(steps):
            r1 = rate(s, drive[n])
            r2 = rate(s + dt * r1, drive[n + 1])
            s = s + 0.5 * dt * (r1 + r2)
            record[n] = s[0], s[nodes // 2]
    return record[:, 0], record[:, 1]


a = 2.0
amplitudes = []
for built_in in (0.0, 0.2):
    end, middle = simulate_nonlinear(400.0, a, built_in)
    amplitude = abs(first_harmonic(end))
    amplitudes.append(amplitude)
    shift = end.mean() - middle.mean()
    shift_law = -a * amplitude**2 / 4
    assert abs(shift / shift_law - 1) < 0.03
    print(f"nonlinear run, built-in stress {built_in:.1f}: mean shift "
          f"{shift:.3e}, law {shift_law:.3e}")
gain = amplitudes[1] / amplitudes[0]
assert abs(gain / np.exp(a * 0.2 / 2) - 1) < 0.01
print(f"amplitude gain from built-in stress: simulated {gain:.4f}, "
      f"law {np.exp(a * 0.2 / 2):.4f}")

# ---- worked example: copper line, rough typical values, SI inside ----
temperature = 573.0
kT = const.k * temperature
atomic_volume = 1.18e-29
charge_number = 1.0
resistivity = 4.0e-8
current_density = 2.0e10
modulus = 28e9
diffusivity = 1.0e-16
length = 20e-6
side = 0.2e-6
G0 = const.e * charge_number * resistivity * current_density / atomic_volume
kappa = diffusivity * modulus * atomic_volume / kT
print("Copper line, rough inputs:")
print(f"  T = {temperature:.0f} K, Z = {charge_number:.1f}, rho = "
      f"{resistivity * 1e8:.1f} uOhm cm, j0 = {current_density * 1e-10:.1f} MA/cm2")
print(f"  B = {modulus * 1e-9:.0f} GPa, D = {diffusivity * 1e4:.1e} cm2/s, "
      f"Omega = {atomic_volume * 1e27:.4f} nm3")
print(f"  L = {length * 1e6:.0f} um, width = thickness = {side * 1e6:.1f} um")
print(f"G0 = {G0 * 1e-12:.3f} MPa/um")
print(f"kappa = {kappa * 1e4:.3e} cm2/s")
print(f"low-frequency limit G0 L/2 = {G0 * length / 2e6:.1f} MPa")
f_cross = 4 * kappa / length**2 / (2 * np.pi)
f_good = kappa * y_one_percent**2 / (np.pi * length**2)
print(f"crossover frequency = {f_cross:.2e} Hz, period {1 / f_cross / 3600:.1f} h")
print(f"finite-length error below 1% above {f_good:.2e} Hz")
print(f"slowest transient time L^2/(pi^2 kappa) = "
      f"{length**2 / (np.pi**2 * kappa) / 3600:.2f} h")
print(" f (Hz)   delta (um)   amplitude (MPa)   omega^-1/2 law (MPa)")
for f in (1e-6, 1e-5, 1e-4, 1e-3, 1e-2):
    delta = np.sqrt(kappa / (np.pi * f))
    law = G0 * np.sqrt(kappa / (2 * np.pi * f)) / 1e6
    print(f" {f:.0e}   {delta * 1e6:8.3f}     {length_factor(length / delta) * law:8.3f}"
          f"          {law:8.3f}")

# ---- sizes of neglected effects at one frequency ----
f = 1e-3
omega = 2 * np.pi * f
A = G0 * np.sqrt(kappa / omega)
print("Neglected effects at 1 mHz (rough):")
print(f"  square-wave peak instead of sine: {square_factor * A / 1e6:.2f} MPa")
print(f"  Omega A/kT = {atomic_volume * A / kT:.4f}, mean shift = "
      f"{-atomic_volume * A**2 / (4 * kT) / 1e6:.4f} MPa")
built_in = 200e6
print(f"  built-in stress {built_in / 1e6:.0f} MPa multiplies amplitude by "
      f"{np.exp(atomic_volume * built_in / (2 * kT)):.3f}")
oxide_thickness, oxide_conductivity = 1e-6, 1.4
expansion_mismatch, activation_eV = 14e-6, 0.9
peak_heating = (resistivity * current_density**2 * side
                * oxide_thickness / oxide_conductivity)
swing = peak_heating / 2
thermal_stress = 3 * expansion_mismatch * modulus * swing
print(f"  oxide {oxide_thickness * 1e6:.0f} um, {oxide_conductivity:.1f} W/(m K); "
      f"expansion mismatch {expansion_mismatch * 1e6:.0f} ppm/K")
print(f"  heating swing at most +-{swing:.2f} K, thermal stress "
      f"+-{thermal_stress / 1e6:.2f} MPa at twice f")
print(f"  that bound equals the migration amplitude at "
      f"{f * (A / thermal_stress)**2:.3f} Hz")
print(f"  diffusivity swing at {activation_eV:.1f} eV: +-"
      f"{100 * activation_eV * const.e * swing / (kT * temperature):.1f} %")
grain, vacancy_diffusivity = 0.2e-6, 1e-12
lag_time = grain**2 / vacancy_diffusivity
print(f"  vacancy D {vacancy_diffusivity * 1e4:.0e} cm2/s, grain {grain * 1e6:.1f} um: "
      f"lag {lag_time:.3f} s, omega*lag = {omega * lag_time:.1e}")
print(f"  delta equals the grain size at {kappa / (np.pi * grain**2):.3f} Hz")
spacing = atomic_volume ** (1 / 3)
print(f"  delta equals atomic spacing {spacing * 1e9:.3f} nm at "
      f"{kappa / (np.pi * spacing**2):.2e} Hz")
shuttle = 2 * kappa * G0 / (modulus * omega)
atoms = shuttle * side**2 / atomic_volume
print(f"  metal shuttled per half-period: {shuttle * 1e9:.3f} nm, {atoms:.2e} atoms")
print(f"  one atom per half-period at {f * atoms:.2e} Hz")
print("checks complete")
```

It prints:

```
Closed line, units kappa = L = G0 = 1 (dimensionless)
 omega   simulated   closed-line formula   omega^-1/2 law
     1   0.49759     0.49759               1.00000
    10   0.36055     0.36056               0.31623
   100   0.09988     0.09988               0.10000
   400   0.05000     0.05000               0.05000
lag of end stress at omega = 400: 45.03 degrees
  1600   0.02500     0.02500               0.02500
simulated log-log slope, omega 400 to 1600: -0.5000
simulated log-log slope, omega 1 to 10: -0.1399
sine start, transient/amplitude after 3 periods: simulated 0.1281, law 0.1299
  same law after 10 periods: 0.0712
  same law after 1000 periods: 0.0071
direct current, end stress simulated/law: 0.9997
square-wave peak factor: simulated 1.5172, series 1.5204
nonlinear run, built-in stress 0.0: mean shift -1.248e-03, law -1.248e-03
nonlinear run, built-in stress 0.2: mean shift -1.873e-03, law -1.861e-03
amplitude gain from built-in stress: simulated 1.2210, law 1.2214
Copper line, rough inputs:
  T = 573 K, Z = 1.0, rho = 4.0 uOhm cm, j0 = 2.0 MA/cm2
  B = 28 GPa, D = 1.0e-12 cm2/s, Omega = 0.0118 nm3
  L = 20 um, width = thickness = 0.2 um
G0 = 10.862 MPa/um
kappa = 4.176e-11 cm2/s
low-frequency limit G0 L/2 = 108.6 MPa
crossover frequency = 6.65e-06 Hz, period 41.8 h
finite-length error below 1% above 9.33e-05 Hz
slowest transient time L^2/(pi^2 kappa) = 2.70 h
 f (Hz)   delta (um)   amplitude (MPa)   omega^-1/2 law (MPa)
 1e-06     36.461      108.431           280.046
 1e-05     11.530       93.648            88.558
 1e-04      3.646       27.843            28.005
 1e-03      1.153        8.856             8.856
 1e-02      0.365        2.800             2.800
Neglected effects at 1 mHz (rough):
  square-wave peak instead of sine: 13.46 MPa
  Omega A/kT = 0.0132, mean shift = -0.0292 MPa
  built-in stress 200 MPa multiplies amplitude by 1.161
  oxide 1 um, 1.4 W/(m K); expansion mismatch 14 ppm/K
  heating swing at most +-1.14 K, thermal stress +-1.34 MPa at twice f
  that bound equals the migration amplitude at 0.043 Hz
  diffusivity swing at 0.9 eV: +-3.6 %
  vacancy D 1e-08 cm2/s, grain 0.2 um: lag 0.040 s, omega*lag = 2.5e-04
  delta equals the grain size at 0.033 Hz
  delta equals atomic spacing 0.228 nm at 2.56e+04 Hz
  metal shuttled per half-period: 0.516 nm, 1.75e+06 atoms
  one atom per half-period at 1.75e+03 Hz
checks complete
```
